# Zero Mode and Shape Mode of a Quartic Ising Wall: a numerical check

```python
"""Small oscillations of an Ising ferroelectric wall with a quartic potential.

Energy per area: integral of (g/2) P_x^2 - (alpha/2) P^2 + (beta/4) P^4.
Dynamics: mu P_tt = -dF/dP.  Wall: P = Ps tanh(x/w), w^2 = 2 g/alpha.
Result under test: the Hessian L = -g d^2/dx^2 - alpha + 3 beta P^2 has bound
eigenvalues 0 (translation) and 3 alpha/2 (shape), and a continuum from
2 alpha, so that omega_shape^2 = (3/4) omega_bulk^2.
Scaled coordinate: z = x/w; scaled Hessian: H = 2 L/alpha.
"""
import numpy as np
import sympy as sp
from scipy.constants import c as light_speed
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import minimize_scalar


def relax_wall(stiffness, slope, curvature, amplitude, half_length, step, ramp):
    """Newton solution of the discrete static equation for an odd wall."""
    n = int(round(half_length / step))
    x = step * np.arange(n + 1)
    p = amplitude * np.clip(x / ramp, 0.0, 1.0)
    k = stiffness / step**2
    converged = False
    for _ in range(60):
        residual = -k * (p[2:] - 2 * p[1:-1] + p[:-2]) + slope(p[1:-1])
        bands = np.full((3, n - 1), -k)
        bands[1] = 2 * k + curvature(p[1:-1])
        change = solve_banded((1, 1), bands, -residual)
        p[1:-1] += change
        if np.max(np.abs(change)) < 1e-10 * amplitude:
            converged = True
            break
    assert converged
    assert np.all(np.diff(p) > -1e-9 * amplitude)
    return np.r_[-x[:0:-1], x], np.r_[-p[:0:-1], p]


def wall_modes(stiffness, curvature, profile, step):
    """Three lowest modes of the energy Hessian, ends held fixed."""
    k = stiffness / step**2
    inner = profile[1:-1]
    return eigh_tridiagonal(2 * k + curvature(inner),
                            np.full(len(inner) - 1, -k),
                            select='i', select_range=(0, 2))


def squared_overlap(a, b):
    return np.dot(a, b)**2 / (np.dot(a, a) * np.dot(b, b))


# Model parameters in SI units
alpha, beta, g, mu = 4.0e8, 1.6e9, 2.0e-10, 1.0e-18
Ps = np.sqrt(alpha / beta)
w = np.sqrt(2 * g / alpha)


def quartic_slope(p):
    return -alpha * p + beta * p**3


def quartic_curvature(p):
    return -alpha + 3 * beta * p**2


# Wall and modes from the discretized energy
step = 2.0e-11
x, wall = relax_wall(g, quartic_slope, quartic_curvature, Ps,
                     1.2e-8, step, 1.5e-9)
profile_error = np.max(np.abs(wall - Ps * np.tanh(x / w))) / Ps
assert profile_error < 1e-3
levels, modes = wall_modes(g, quartic_curvature, wall, step)
bulk_gap = quartic_curvature(Ps)
assert abs(bulk_gap / (2 * alpha) - 1) < 1e-12
assert abs(levels[0]) < 1e-6 * bulk_gap
assert abs(levels[1] / (1.5 * alpha) - 1) < 5e-4
assert levels[2] > bulk_gap
xi = x[1:-1] / w
zero_overlap = squared_overlap(modes[:, 0], np.gradient(wall, step)[1:-1])
shape_overlap = squared_overlap(modes[:, 1], np.tanh(xi) / np.cosh(xi))
assert zero_overlap > 0.99999 and shape_overlap > 0.99999

# Operator factorizations and continuum states, symbolically
z, k_sym, u = sp.symbols('z k u', real=True)
T = sp.tanh(z)
f = sp.Function('f')(z)
scaled_curvature = sp.diff((1 - u**2)**2 / 2, u, 2).subs(u, T)


def H(q): return -sp.diff(q, z, 2) + scaled_curvature * q
def A(q): return sp.diff(q, z) + 2 * T * q
def A_dag(q): return -sp.diff(q, z) + 2 * T * q
def B(q): return sp.diff(q, z) + T * q
def B_dag(q): return -sp.diff(q, z) + T * q


assert sp.expand((A_dag(A(f)) - H(f)).doit()) == 0
assert sp.expand((A(A_dag(f)) - B_dag(B(f)) - 3 * f).doit()) == 0
assert sp.expand((B(B_dag(f)) + sp.diff(f, z, 2) - f).doit()) == 0
plane = sp.exp(sp.I * k_sym * z)
wave = (3 * T**2 - 1 - k_sym**2 - 3 * sp.I * k_sym * T) * plane
assert sp.expand(A_dag(B_dag(plane)) - wave) == 0
assert sp.expand(H(wave) - (4 + k_sym**2) * wave) == 0

# Scattering by direct integration from right to left
k = 1.0
edge = 15.0


def scattering_rhs(s, y):
    return [y[1], (-6 / np.cosh(s)**2 - k**2) * y[0]]


start = np.exp(1j * k * edge)
solution = solve_ivp(scattering_rhs, (edge, -edge), [start, 1j * k * start],
                     method='DOP853', rtol=1e-10, atol=1e-12)
value, derivative = solution.y[:, -1]
incoming = 0.5 * (value + derivative / (1j * k)) * np.exp(1j * k * edge)
reflected = 0.5 * (value - derivative / (1j * k)) * np.exp(-1j * k * edge)
reflection = abs(reflected / incoming)**2
transmission = 1 / incoming
formula_t = (2 - k**2 - 3j * k) / (2 - k**2 + 3j * k)
assert reflection < 1e-10 and abs(transmission - formula_t) < 1e-6


# Pure width change compared with the shape mode
def width_mode(s): return s / np.cosh(s)**2
def shape_mode(s): return np.tanh(s) / np.cosh(s)


def width_energy(s):
    gradient = (1 - 2 * s * np.tanh(s)) / np.cosh(s)**2
    return gradient**2 + (4 - 6 / np.cosh(s)**2) * width_mode(s)**2


def integral(function): return 2 * quad(function, 0, 25, epsabs=1e-12)[0]


width_norm = integral(lambda s: width_mode(s)**2)
shape_norm = integral(lambda s: shape_mode(s)**2)
cross = integral(lambda s: width_mode(s) * shape_mode(s))
width_overlap = cross**2 / (width_norm * shape_norm)
width_quotient = integral(width_energy) / width_norm
assert abs(width_overlap - 3 * np.pi**2 / (8 * (np.pi**2 - 6))) < 1e-8
assert abs(width_quotient - 12 / (np.pi**2 - 6)) < 1e-7

# Nonlinear time evolution of two oppositely perturbed walls
dz, dt, kick = 0.05, 0.02, 0.01
grid = np.linspace(-20, 20, 801)
signs = np.array([[1.0], [-1.0]])
field = np.tanh(grid) + kick * signs * shape_mode(grid)


def acceleration(q):
    force = np.zeros_like(q)
    force[:, 1:-1] = ((q[:, 2:] - 2 * q[:, 1:-1] + q[:, :-2]) / dz**2
                      + 2 * q[:, 1:-1] - 2 * q[:, 1:-1]**3)
    return force


previous = field + 0.5 * dt**2 * acceleration(field)
signal = []
for _ in range(2000):
    signal.append(np.dot(field[0] - field[1], shape_mode(grid)))
    field, previous = 2 * field - previous + dt**2 * acceleration(field), field
signal = np.array(signal)
cross_index = np.where(signal[:-1] * signal[1:] < 0)[0]
crossings = dt * (cross_index + signal[cross_index]
                  / (signal[cross_index] - signal[cross_index + 1]))
evolved_frequency = np.pi * (len(crossings) - 1) / (crossings[-1] - crossings[0])
assert abs(evolved_frequency / np.sqrt(3) - 1) < 2e-3


# Sextic double well V = (1-u^2)^2 (1+u^2)/4, same scaled bulk gap 4
def sextic_slope(q): return (-2 * q - 4 * q**3 + 6 * q**5) / 4
def sextic_curvature(q): return (-2 - 12 * q**2 + 30 * q**4) / 4


_, sextic_wall = relax_wall(1.0, sextic_slope, sextic_curvature, 1.0,
                            14.0, 0.02, 2.0)
sextic_levels, _ = wall_modes(1.0, sextic_curvature, sextic_wall, 0.02)
sextic_gap = sextic_curvature(1.0)
assert abs(sextic_levels[0]) < 1e-6 * sextic_gap
assert abs(sextic_levels[1] / sextic_gap - 0.75) > 0.1

# Coarse lattice, wall centred on a lattice point
coarse_step = 1.0e-9
_, coarse_wall = relax_wall(g, quartic_slope, quartic_curvature, Ps,
                            1.2e-8, coarse_step, 1.5e-9)
coarse_levels, _ = wall_modes(g, quartic_curvature, coarse_wall, coarse_step)
assert abs(coarse_levels[0]) > 1e-4 * bulk_gap

# Frequencies and shape-mode extremum
bulk_thz = np.sqrt(2 * alpha / mu) / (2 * np.pi) / 1e12
shape_thz = np.sqrt(1.5 * alpha / mu) / (2 * np.pi) / 1e12
numeric_thz = np.sqrt(levels[1] / mu) / (2 * np.pi) / 1e12
to_wavenumber = 1e12 / (100 * light_speed)
peak = minimize_scalar(lambda s: -shape_mode(s), bounds=(0, 3),
                       method='bounded', options={'xatol': 1e-10}).x
assert abs(np.sinh(peak) - 1) < 1e-6

print(f"alpha = {alpha:.3e} J m/C^2")
print(f"beta = {beta:.3e} J m^5/C^4")
print(f"g = {g:.3e} J m^3/C^2")
print(f"mu = {mu:.3e} J s^2 m/C^2")
print(f"spontaneous polarization Ps = {Ps:.4f} C/m^2")
print(f"wall width parameter w = {w * 1e9:.4f} nm")
print(f"grid step of relaxed wall = {step * 1e9:.3f} nm")
print(f"largest profile deviation from tanh / Ps = {profile_error:.2e}")
print(f"bulk gap 2 alpha = {bulk_gap:.4e} J m/C^2")
print(f"shape eigenvalue, formula = {1.5 * alpha:.4e} J m/C^2")
print(f"shape eigenvalue, Hessian = {levels[1]:.6e} J m/C^2")
print(f"zero-mode eigenvalue / bulk gap = {levels[0] / bulk_gap:.1e}")
print(f"shape eigenvalue / bulk gap = {levels[1] / bulk_gap:.6f}")
print(f"third box eigenvalue / bulk gap = {levels[2] / bulk_gap:.6f}")
print(f"squared overlap, zero mode with dP/dx = {zero_overlap:.8f}")
print(f"squared overlap, shape mode with formula = {shape_overlap:.8f}")
print(f"bulk frequency = {bulk_thz:.4f} THz")
print(f"shape frequency, formula = {shape_thz:.4f} THz")
print(f"shape frequency, Hessian = {numeric_thz:.4f} THz")
print(f"bulk wavenumber = {bulk_thz * to_wavenumber:.2f} cm^-1")
print(f"shape wavenumber = {shape_thz * to_wavenumber:.2f} cm^-1")
print(f"frequency ratio shape/bulk = {shape_thz / bulk_thz:.6f}")
print(f"shape-mode extrema at x = +/- {peak * w * 1e9:.4f} nm")
print(f"scaled wavenumber in scattering test k = {k:.1f}")
print(f"reflection probability = {reflection:.1e}")
print(f"transmission amplitude = {transmission.real:.6f} "
      f"{transmission.imag:+.6f} i")
print(f"squared overlap, width change with shape mode = {width_overlap:.6f}")
print(f"width-change Rayleigh quotient of H = {width_quotient:.6f}")
print(f"initial scaled shape amplitude = {kick:.3f}")
print(f"scaled shape frequency from evolution = {evolved_frequency:.5f}")
print(f"scaled shape frequency, sqrt(3) = {np.sqrt(3):.5f}")
print(f"sextic zero mode / gap = {sextic_levels[0] / sextic_gap:.1e}")
print(f"sextic shape mode / gap = {sextic_levels[1] / sextic_gap:.5f}")
print(f"coarse lattice spacing = {coarse_step * 1e9:.2f} nm")
print(f"coarse-lattice lowest level / gap = {coarse_levels[0] / bulk_gap:.5f}")
print("all tests passed")
```

Printed output:

```
alpha = 4.000e+08 J m/C^2
beta = 1.600e+09 J m^5/C^4
g = 2.000e-10 J m^3/C^2
mu = 1.000e-18 J s^2 m/C^2
spontaneous polarization Ps = 0.5000 C/m^2
wall width parameter w = 1.0000 nm
grid step of relaxed wall = 0.020 nm
largest profile deviation from tanh / Ps = 2.26e-05
bulk gap 2 alpha = 8.0000e+08 J m/C^2
shape eigenvalue, formula = 6.0000e+08 J m/C^2
shape eigenvalue, Hessian = 5.999880e+08 J m/C^2
zero-mode eigenvalue / bulk gap = 8.1e-14
shape eigenvalue / bulk gap = 0.749985
third box eigenvalue / bulk gap = 1.005581
squared overlap, zero mode with dP/dx = 0.99999999
squared overlap, shape mode with formula = 0.99999999
bulk frequency = 4.5016 THz
shape frequency, formula = 3.8985 THz
shape frequency, Hessian = 3.8984 THz
bulk wavenumber = 150.16 cm^-1
shape wavenumber = 130.04 cm^-1
frequency ratio shape/bulk = 0.866025
shape-mode extrema at x = +/- 0.8814 nm
scaled wavenumber in scattering test k = 1.0
reflection probability = 5.6e-23
transmission amplitude = -0.800000 -0.600000 i
squared overlap, width change with shape mode = 0.956455
width-change Rayleigh quotient of H = 3.101092
initial scaled shape amplitude = 0.010
scaled shape frequency from evolution = 1.73202
scaled shape frequency, sqrt(3) = 1.73205
sextic zero mode / gap = -4.3e-14
sextic shape mode / gap = 0.41398
coarse lattice spacing = 1.00 nm
coarse-lattice lowest level / gap = -0.12468
all tests passed
```
